# Ozaki poles for Green-function density matrices: derivation, cost and limits: a numerical check

```python
"""Ozaki continued-fraction poles of the Fermi function versus Matsubara poles.

Result under test: with x=(energy-mu)/kT, the fraction of tanh(x/2) cut after
2N levels gives f_N(x) = 1/2 - sum_p 2 R_p x/(x^2+z_p^2), where 1/z_p are the
positive eigenvalues of a tridiagonal matrix and R_p follow from the first
components of its eigenvectors. For |x|<=X and error tol the number of poles is
about (sqrt(X ln(1/tol)/2)-1/2)/2, against X/(2 pi^2 tol) Matsubara poles.
N counts poles in the upper half-plane = Green function evaluations.
The example is a cluster of s muffin-tin orbitals: C band centre, Delta width
parameter, gamma distortion parameter, S0 bare structure constants, U on-site
Hartree repulsion. Energies are in eV.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge
from scipy.linalg import eigh_tridiagonal
from scipy.special import ive, kve, digamma, polygamma, expit


def ozaki_poles(N):
    n = np.arange(1, 2 * N)
    off = 0.5 / np.sqrt((2.0 * n - 1) * (2.0 * n + 1))
    b, v = eigh_tridiagonal(np.zeros(2 * N), off)
    keep = b > 0
    z = 1 / b[keep]
    R = v[0, keep] ** 2 * z ** 2 / 4
    order = np.argsort(z)
    return z[order], R[order]


def matsubara_poles(N):
    return np.pi * (2.0 * np.arange(1, N + 1) - 1), np.ones(N)


def pole_sum(x, poles):
    z, R = poles
    x = np.atleast_1d(np.asarray(x, float))
    return 0.5 - np.sum(2 * R * x[:, None] / (x[:, None] ** 2 + z ** 2), axis=1)


def truncated_fraction(x, levels):
    y = x / 2
    value = np.full_like(y, 2.0 * levels - 1)
    for n in range(levels - 1, 0, -1):
        value = 2 * n - 1 + y ** 2 / value
    return 0.5 - 0.5 * y / value


# Derived closed forms of (approximate minus exact) Fermi function
def error_ozaki(x, N):
    a = np.abs(x)
    sigma = np.pi * ive(2 * N + 0.5, a / 2) / kve(2 * N + 0.5, a / 2)
    u = 1 + np.exp(-a)
    return np.sign(x) * sigma / (u * (u + sigma))


def error_matsubara(x, N):
    return np.imag(digamma(N + 0.5 + 1j * np.asarray(x) / (2 * np.pi))) / np.pi


def tail_constant(N):
    return polygamma(1, N + 0.5) / (4 * np.pi ** 2)


def error_tail(x, N):
    return error_matsubara(x, N) - 2 * np.asarray(x) * tail_constant(N)


def least_count(error_of_N, tol):
    high = 1
    while error_of_N(high) > tol:
        high *= 2
    low = high // 2
    while high - low > 1:
        middle = (low + high) // 2
        if error_of_N(middle) > tol:
            low = middle
        else:
            high = middle
    return high


# --- Poles, weights and exact error against the fraction and the Fermi function
grid = np.linspace(0.5, 400, 800)
for N in (1, 3, 6, 12, 30):
    direct = pole_sum(grid, ozaki_poles(N))
    assert np.max(abs(direct - truncated_fraction(grid, 2 * N))) < 1e-11
    assert np.max(abs(direct - expit(-grid) - error_ozaki(grid, N))) < 1e-11
    assert np.all(np.diff(direct - expit(-grid)) > -1e-12)
    assert abs(ozaki_poles(N)[1].sum() / (N * (2 * N + 1) / 2) - 1) < 1e-8
for N in (1, 5, 50):
    direct = pole_sum(grid, matsubara_poles(N)) - expit(-grid)
    assert np.max(abs(direct - error_matsubara(grid, N))) < 1e-12
    assert np.all(np.diff(direct) > -1e-13)
    far = np.pi * (2.0 * np.arange(N + 1, 200001) - 1)
    assert abs(np.sum(1 / far ** 2) - tail_constant(N)) < 2e-7

print("Ozaki poles for N = 6 (dimensionless): p, z_p/pi, R_p")
for p, (z, R) in enumerate(zip(*ozaki_poles(6)), 1):
    print(f"  {p}  {z / np.pi:.6f}  {R:.6f}")
x_demo = 20.0
print(f"x = {x_demo:.0f}: error of f, N=6, Ozaki {error_ozaki(x_demo, 6):.3e},"
      f" Matsubara {error_matsubara(x_demo, 6):.3e}")

# --- Counts needed for a given largest error on |x| <= X
print("Poles needed: X, tol, Ozaki, (estimate), Matsubara, Matsubara+tail")
for X in (100.0, 400.0, 1600.0):
    for tol in (1e-3, 1e-6, 1e-9):
        n_oz = least_count(lambda N: error_ozaki(X, N), tol)
        n_ma = least_count(lambda N: error_matsubara(X, N), tol)
        n_ta = least_count(lambda N: abs(error_tail(X, N)), tol)
        estimate = 0.5 * (np.sqrt(X * np.log(1 / tol) / 2) - 0.5)
        xs = np.linspace(0, X, 1001)
        worst = [np.max(abs(pole_sum(xs, ozaki_poles(N)) - expit(-xs)))
                 for N in (n_oz, n_oz - 1)]
        assert worst[0] <= tol * (1 + 1e-3) and worst[1] > tol * (1 - 1e-3)
        assert abs(n_oz - estimate) < 1.5
        assert abs(n_ma * 2 * np.pi ** 2 * tol / X - 1) < 2e-3
        law_tail = X / (2 * np.pi) * (3 * np.pi * tol) ** (-1 / 3)
        assert abs(n_ta / law_tail - 1) < 0.03
        if X == 100.0 and tol == 1e-3:
            for N, passes in ((n_ma, True), (n_ma - 1, False)):
                err = pole_sum(X, matsubara_poles(N))[0] - expit(-X)
                assert (err <= tol) == passes
        print(f"  {X:.0f}  {tol:.0e}  {n_oz}  ({estimate:.1f})  {n_ma}  {n_ta}")

# --- Cluster of muffin-tin orbitals
temperature = 300.0
kT = k_boltzmann * temperature / charge
mu, C0, Delta, gamma, U = 0.0, -1.0, 1.0, 0.3, 1.0
shape = (2, 3, 4)
sites = np.array(list(np.ndindex(*shape)), float)
n_sites = len(sites)
distance = np.linalg.norm(sites[:, None] - sites[None], axis=2)
w_over_d = (3 / (4 * np.pi)) ** (1 / 3)
S0 = -2 * w_over_d / (distance + np.eye(n_sites))
np.fill_diagonal(S0, 0.0)
unit = np.eye(n_sites)
assert np.linalg.eigvalsh(unit - gamma * S0).min() > 0
hopping = Delta * S0 @ np.linalg.inv(unit - gamma * S0)
hopping = (hopping + hopping.T) / 2


def green(C, z):
    """Green functions at all energies z from the multiple-scattering matrix."""
    denominator = Delta + gamma * (z[:, None] - C)
    P0 = (z[:, None] - C) / denominator
    lam = Delta / denominator
    g0 = np.linalg.inv(P0[:, :, None] * unit - S0)
    G = lam[:, :, None] * g0 * lam[:, None, :]
    return (G + gamma * lam[:, :, None] * unit) / Delta


def occupations_poles(C, poles):
    z, R = poles
    G = green(C, mu + 1j * kT * z)
    diagonal = np.einsum("pii->pi", G).real
    return 2 * (0.5 + 2 * kT * R @ diagonal)


def occupations_levels(C, poles=None):
    levels, vectors = np.linalg.eigh(np.diag(C) + hopping)
    return 2 * vectors ** 2 @ expit(-(levels - mu) / kT)


def band_energy_poles(C, poles, tail=0.0):
    """2 Tr[(H-mu) rho] from traces of G; tail adds the 1/omega^2 remainder."""
    z, R = poles
    trace = np.einsum("pii->p", green(C, mu + 1j * kT * z))
    shifted = np.diag(C - mu) + hopping
    value = np.trace(shifted) / 2
    value -= 2 * kT * np.sum(R * (kT * z * trace.imag + n_sites))
    value -= 2 * tail * np.sum(shifted ** 2) / kT
    return 2 * value


def self_consistent(occupations, poles=None):
    n = np.ones(n_sites)
    for iteration in range(1, 601):
        n_out = occupations(C0 + U * (n - 1), poles)
        if np.max(abs(n_out - n)) < 1e-11:
            return n, iteration
        n = n + 0.2 * (n_out - n)
    raise AssertionError("self-consistency not reached")


z_test = np.array([0.3 + 0.2j, -2 + 5j, 40j])
C_test = C0 + 0.1 * np.arange(n_sites)
for z, G in zip(z_test, green(C_test, z_test)):
    exact = np.linalg.inv(z * unit - np.diag(C_test) - hopping)
    assert np.max(abs(G - exact)) < 1e-11

bound = np.linalg.norm(hopping, 2) + abs(C0 - mu) + U
X_bound = bound / kT
N_scf = least_count(lambda N: error_ozaki(X_bound, N), 1e-10)
poles_scf = ozaki_poles(N_scf)
n_gf, iterations = self_consistent(occupations_poles, poles_scf)
n_ev, iterations_ev = self_consistent(occupations_levels)
C = C0 + U * (n_gf - 1)
C_ev = C0 + U * (n_ev - 1)
levels = np.linalg.eigvalsh(np.diag(C_ev) + hopping)
E_gf = (band_energy_poles(C, poles_scf) + mu * n_gf.sum()
        - U / 2 * np.sum(n_gf ** 2 - 1))
E_ev = 2 * levels @ expit(-(levels - mu) / kT) - U / 2 * np.sum(n_ev ** 2 - 1)
assert np.max(abs(n_gf - n_ev)) < 1e-8
assert abs(E_gf - E_ev) < 1e-7

print(f"Cluster {shape}, {n_sites} orbitals, w/d = {w_over_d:.5f}")
print(f"C0 = {C0} eV, Delta = {Delta} eV, gamma = {gamma}, U = {U} eV")
print(f"T = {temperature:.0f} K, kT = {kT:.6f} eV, mu = {mu} eV")
print(f"Spectral bound {bound:.4f} eV, X = {X_bound:.2f}")
print(f"Ozaki poles for occupation error 1e-10: {N_scf}")
print(f"Iterations {iterations}, Green functions {iterations * N_scf}")
print(f"Levels from {levels[0]:.4f} to {levels[-1]:.4f} eV")
print(f"Electrons {n_gf.sum():.6f}, site occupations"
      f" {n_gf.min():.5f} to {n_gf.max():.5f}")
print(f"Total energy, Ozaki poles      {E_gf:.8f} eV")
print(f"Total energy, diagonalization  {E_ev:.8f} eV")
print(f"Difference {abs(E_gf - E_ev):.1e} eV")

# --- Cost of 1 meV in the band energy at the converged potential
levels = np.linalg.eigvalsh(np.diag(C) + hopping)
x_levels = (levels - mu) / kT
band_exact = 2 * (levels - mu) @ expit(-x_levels)


def energy_error(error, N):
    return 2 * (levels - mu) @ error(x_levels, N)


target = 1e-3
N_oz = least_count(lambda N: energy_error(error_ozaki, N), target)
N_ma = least_count(lambda N: energy_error(error_matsubara, N), target)
N_ta = least_count(lambda N: abs(energy_error(error_tail, N)), target)
found_oz = band_energy_poles(C, ozaki_poles(N_oz)) - band_exact
found_ta = band_energy_poles(C, matsubara_poles(N_ta),
                             tail_constant(N_ta)) - band_exact
N_plain = 2000
found_ma = band_energy_poles(C, matsubara_poles(N_plain)) - band_exact
assert abs(found_oz - energy_error(error_ozaki, N_oz)) < 1e-8
assert abs(found_ma - energy_error(error_matsubara, N_plain)) < 1e-7
# The remainder left after the tail is removed has the opposite sign in f,
# so its size and sign are both tested against the closed form.
assert abs(found_ta - energy_error(error_tail, N_ta)) < 1e-7
assert found_oz > 0 and found_ma > 0 and found_ta < 0
print(f"Band energy 2Tr[(H-mu)rho] = {band_exact:.6f} eV")
print(f"Green functions for {target * 1e3:.0f} meV: Ozaki {N_oz},"
      f" Matsubara {N_ma}, Matsubara+tail {N_ta}")
print(f"Errors found: Ozaki {found_oz * 1e3:.4f} meV,"
      f" Matsubara+tail {found_ta * 1e3:.4f} meV")
print(f"Plain Matsubara, {N_plain} Green functions: {found_ma:.5f} eV")

# --- Failure for states far above the range, and closeness to Matsubara poles
x_far = 1000 * X_bound
f_far = pole_sum(x_far, poles_scf)[0]
assert abs(f_far - (0.5 - N_scf * (2 * N_scf + 1) / x_far)) < 1e-4
z_ma = matsubara_poles(N_scf)[0]
close = (abs(poles_scf[0] / z_ma - 1) < 1e-6) & (abs(poles_scf[1] - 1) < 1e-6)
print(f"False occupation at x = 1000 X with N = {N_scf}: {f_far:.5f}")
print(f"Poles equal to Matsubara within 1e-6: {close.sum()} of {N_scf}")
print(f"Highest pole z/pi = {poles_scf[0][-1] / np.pi:.3f},"
      f" weight {poles_scf[1][-1]:.3f}")
print("verified")
```

Running it gives:

```
Ozaki poles for N = 6 (dimensionless): p, z_p/pi, R_p
  1  1.000000  1.000000
  2  3.000000  1.000000
  3  5.000432  1.001672
  4  7.113080  1.216349
  5  11.041660  3.332946
  6  31.773441  31.449033
x = 20: error of f, N=6, Ozaki 6.984e-07, Matsubara 1.550e-01
Poles needed: X, tol, Ozaki, (estimate), Matsubara, Matsubara+tail
  100  1e-03  10  (9.0)  5067  75
  100  1e-06  14  (12.9)  5066060  754
  100  1e-09  17  (15.8)  5066059183  7535
  400  1e-03  19  (18.3)  20265  299
  400  1e-06  27  (26.0)  20264237  3014
  400  1e-09  33  (31.9)  20264236729  30139
  1600  1e-03  37  (36.9)  81057  1195
  1600  1e-06  53  (52.3)  81056947  12055
  1600  1e-09  65  (64.1)  81056946914  120555
Cluster (2, 3, 4), 24 orbitals, w/d = 0.62035
C0 = -1.0 eV, Delta = 1.0 eV, gamma = 0.3, U = 1.0 eV
T = 300 K, kT = 0.025852 eV, mu = 0.0 eV
Spectral bound 6.8314 eV, X = 264.25
Ozaki poles for occupation error 1e-10: 28
Iterations 97, Green functions 2716
Levels from -3.9667 to 3.6226 eV
Electrons 19.858135, site occupations 0.70246 to 0.90842
Total energy, Ozaki poles      -26.28827439 eV
Total energy, diagonalization  -26.28827439 eV
Difference 4.2e-13 eV
Band energy 2Tr[(H-mu)rho] = -30.004758 eV
Green functions for 1 meV: Ozaki 14, Matsubara 346003, Matsubara+tail 332
Errors found: Ozaki 0.3124 meV, Matsubara+tail -0.9964 meV
Plain Matsubara, 2000 Green functions: 0.17300 eV
False occupation at x = 1000 X with N = 28: 0.49396
Poles equal to Matsubara within 1e-6: 14 of 28
Highest pole z/pi = 647.001, weight 646.668
verified
```
